\section*{Gate-Overdrive Scaling of the Saturation Current in a Ballistic Transistor, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: from the filled states to the current}

A field-effect transistor has a channel so short that electrons cross it without scattering. Between source and drain the bottom of the conduction subband rises to a maximum, the top of the barrier, whose height the gate controls. The problem is to find how the saturation current at zero temperature depends on the gate voltage, and what the capacitance of the gate insulator does to that dependence.

The axis $x$ runs from source to drain and $y$ runs across the width. The electrons are confined in the third direction, and one subband is occupied at the top of the barrier. There its energy is
\begin{equation}
E=E_{\rm top}+\frac{\hbar^2(k_x^2+k_y^2)}{2m},
\end{equation}
with one isotropic effective mass $m$, two spin states and $g_v$ equivalent valleys. The elementary charge is $q>0$. The current per unit width, $J$, is counted positive when electrons flow from source to drain. The source and drain are ideal reservoirs with Fermi levels $\mu_S$ and $\mu_D=\mu_S-qV_D$, where $V_D\ge 0$ is the drain voltage. The quantity that links the parts of the problem is
\begin{equation}
\eta=\mu_S-E_{\rm top},
\end{equation}
the height of the source Fermi level above the subband bottom at the top of the barrier. The barrier is treated classically: an electron with enough energy for its motion along $x$ passes, and any other is turned back. Series resistance is left out. These idealizations are examined in the second half.

\subsection*{(a) Which states are filled?}

\emph{Determine which states at the top of the barrier are occupied at zero temperature, and find the drain voltage beyond which the drain supplies none of them.}

\medskip
\emph{Solution.} Take an electron at the top of the barrier with $k_x>0$ and follow its path backwards. The potential depends on $x$ alone, so $k_y$ is conserved, and without scattering the total energy $E$ is conserved as well. The kinetic energy of the motion along $x$ at any other position is $E-E_{\rm sub}(x)-\hbar^2k_y^2/2m$, where $E_{\rm sub}(x)$ is the local subband bottom. Since $E_{\rm sub}(x)\le E_{\rm top}$, this is at least as large as its value at the top, which is positive. The path therefore has no turning point and leads back to the source. The occupation of a state is carried unchanged along such a path, so a state with $k_x>0$ is occupied as the source occupies states of energy $E$. At zero temperature it is full for $E<\mu_S$ and empty for $E>\mu_S$.

The same argument applied to $k_x<0$ leads back to the drain. Such a state is full for $E<\mu_D$ and empty otherwise. The lowest energy available at the top of the barrier is $E_{\rm top}$. The drain therefore fills no state there when $\mu_D\le E_{\rm top}$, that is, when $\mu_S-qV_D\le\mu_S-\eta$, or
\begin{equation}
qV_D\ge\eta .
\label{eq:satcond}
\end{equation}
This is the condition of saturation. When it holds and $\eta>0$, the occupied region of the $(k_x,k_y)$ plane is a half disk: $k_x>0$ and $k<k_F$, with
\begin{equation}
k_F=\frac{\sqrt{2m\eta}}{\hbar}.
\label{eq:kf}
\end{equation}
For $\eta\le0$ no state is filled, and both density and current vanish.

\subsection*{(b) The electron density}

\emph{Find the electron density $N$ per area at the top of the barrier in saturation, and express it through the equilibrium quantum capacitance.}

\medskip
\emph{Solution.} Each valley has $2/(2\pi)^2$ states per unit area of the sample and unit area of the $k$ plane, where the 2 counts spin. The half disk has area $\pi k_F^2/2$. Hence
\begin{equation}
N=\frac{2g_v}{4\pi^2}\,\frac{\pi k_F^2}{2}
=\frac{g_vk_F^2}{4\pi}
=\frac{g_vm}{2\pi\hbar^2}\,\eta ,
\label{eq:N}
\end{equation}
where the last form uses \eqref{eq:kf}.

In equilibrium, with $V_D=0$, the whole disk would be filled and the density would be twice as large, $N_{\rm eq}=g_vm\eta/(\pi\hbar^2)$. The quantum capacitance per area is defined from this equilibrium filling,
\begin{equation}
C_Q=q^2\frac{dN_{\rm eq}}{d\eta}=\frac{q^2g_vm}{\pi\hbar^2}.
\label{eq:cq}
\end{equation}
It does not depend on $\eta$, because the density of states of a parabolic band in two dimensions is constant. In terms of it,
\begin{equation}
N=\frac{C_Q}{2q^2}\,\eta .
\label{eq:Ncq}
\end{equation}
The factor $1/2$ records that half of the $k$ plane is filled. If the quantum capacitance were defined from the saturated density instead, it would be $C_Q/2$, and every ratio below would have to be rescaled accordingly.

\subsection*{(c) The current at a given filling}

\emph{Find $J$ as a function of $\eta$ in saturation, and the mean velocity with which the electrons cross the top of the barrier. Confirm the current by counting transverse modes.}

\medskip
\emph{Solution.} A state with wave vector $k$ at angle $\theta$ to the $x$ axis moves along $x$ with velocity $\hbar k\cos\theta/m$. Summing over the half disk in polar coordinates gives
\begin{align}
J&=q\,\frac{2g_v}{4\pi^2}\int_0^{k_F}k\,dk\int_{-\pi/2}^{\pi/2}d\theta\;\frac{\hbar k\cos\theta}{m}\nonumber\\
&=\frac{qg_v}{2\pi^2}\,\frac{\hbar}{m}\,\frac{k_F^3}{3}\,2
=\frac{qg_v\hbar k_F^3}{3\pi^2m}.
\label{eq:Jk}
\end{align}
The angular integral of the cosine is 2, and the radial integral of $k^2$ is $k_F^3/3$. Now $k_F^3=(2m\eta)^{3/2}/\hbar^3$ and $(2m)^{3/2}/m=2\sqrt{2m}$, so
\begin{equation}
J=A\,\eta^{3/2},\qquad A=\frac{2qg_v\sqrt{2m}}{3\pi^2\hbar^2}.
\label{eq:Jeta}
\end{equation}
The mean velocity along $x$, called the injection velocity, is the current divided by the charge density:
\begin{equation}
v_{\rm inj}=\frac{J}{qN}
=\frac{g_v\hbar k_F^3}{3\pi^2m}\,\frac{4\pi}{g_vk_F^2}
=\frac{4}{3\pi}\,v_F,\qquad v_F=\frac{\hbar k_F}{m}.
\label{eq:vinj}
\end{equation}
The number has a simple origin. The mean speed in a uniformly filled disk is $2v_F/3$, and the mean of $\cos\theta$ over the forward half circle is $2/\pi$. Their product is $4/(3\pi)$. The power $3/2$ in \eqref{eq:Jeta} thus has two parts: the number of carriers grows as $\eta$, and their velocity grows as $\eta^{1/2}$.

For the count of modes, let $E_x$ be the energy of the motion along $x$, measured from $E_{\rm top}$. Each transverse mode, for each spin and valley, carries the current $q\,dE_x/(2\pi\hbar)$ in the interval $dE_x$, because the velocity cancels against the one-dimensional density of states. At given $E_x$ the filled modes satisfy $\hbar^2k_y^2/2m<\eta-E_x$. Their number per unit width is the allowed range of $k_y$ divided by $2\pi$, which is $\sqrt{2m(\eta-E_x)}/(\pi\hbar)$. Therefore
\begin{align}
J&=\frac{2g_vq}{2\pi\hbar}\int_0^\eta\frac{\sqrt{2m(\eta-E_x)}}{\pi\hbar}\,dE_x\nonumber\\
&=\frac{qg_v\sqrt{2m}}{\pi^2\hbar^2}\,\frac23\,\eta^{3/2},
\label{eq:landauer}
\end{align}
which is \eqref{eq:Jeta} again.

\subsection*{(d) What the gate does to the filling}

\emph{Let $C_{\rm ins}$ be the capacitance per area between gate and channel, and let $V$ be the gate voltage measured from the point where $\eta=0$. Find $\eta$ as a function of $V$ in saturation.}

\medskip
\emph{Solution.} The voltage $V$ is the overdrive. At $V=0$ the subband bottom at the top of the barrier just touches the source Fermi level and the channel holds no electrons. Work functions, fixed charges and the confinement energy of the empty channel are all contained in the gate voltage at which this happens, the threshold voltage.

Raising the gate above threshold has two effects. The electrostatic potential of the channel rises by some amount $\psi$. An electron has charge $-q$, so the subband bottom falls by $q\psi$. The source Fermi level is fixed, and $\eta$ was zero at threshold, hence $\eta=q\psi$. The rest of the overdrive, $V-\psi$, appears across the insulator, where it holds the charge $qN$ on the gate opposite the electrons: $qN=C_{\rm ins}(V-\psi)$. Together,
\begin{equation}
V=\frac{\eta}{q}+\frac{qN}{C_{\rm ins}} .
\label{eq:gate}
\end{equation}
The first term is the price of filling states up to a higher energy, and the second is the price of separating charge across the insulator. With \eqref{eq:Ncq},
\begin{equation}
V=\frac{\eta}{q}+\frac{q}{C_{\rm ins}}\,\frac{C_Q\eta}{2q^2}
=\frac{\eta}{q}\left(1+\frac{C_Q}{2C_{\rm ins}}\right).
\end{equation}
In terms of the ratio $r=C_{\rm ins}/C_Q$ the bracket is $1+1/(2r)=(1+2r)/(2r)$, and so
\begin{equation}
\eta=qV\,\frac{2r}{1+2r}.
\label{eq:eta}
\end{equation}

Equation \eqref{eq:gate} assumes that the gate alone couples to the top of the barrier. In a short channel the source and drain couple to it too. With their total capacitance $C_s$ and a fixed drain voltage, the charge balance becomes $qN=C_{\rm ins}(V-\psi)-C_s\psi$. Setting $\psi=\eta/q$ and $qN=C_Q\eta/(2q)$ and collecting terms gives $\eta=qV\,C_{\rm ins}/(C_{\rm ins}+C_s+C_Q/2)$. The filling is smaller but still proportional to $V$.

\subsection*{(e) The dependence on overdrive}

\emph{Find the saturation current as a function of $V$ when $r$ does not depend on $V$. Examine large and small $r$, and say which property of the subband is responsible for the result.}

\medskip
\emph{Solution.} Inserting \eqref{eq:eta} in \eqref{eq:Jeta} gives
\begin{equation}
J=\frac{2qg_v\sqrt{2m}}{3\pi^2\hbar^2}\,(qV)^{3/2}
\left(\frac{2r}{1+2r}\right)^{3/2}.
\label{eq:main}
\end{equation}
For every constant $r>0$ the current is proportional to $V^{3/2}$. The ratio of capacitances affects the prefactor alone.

For $r\gg1$ the last factor tends to 1 and $\eta\to qV$. The gate then moves the subband bottom one for one, and the quantum capacitance limits the charge. For $r\ll1$ the factor tends to $(2r)^{3/2}$. Almost all of the overdrive then lies across the insulator and $qN\to C_{\rm ins}V$. Here the exponent can be read from the density. By \eqref{eq:N}, $k_F=\sqrt{4\pi N/g_v}$, and \eqref{eq:vinj} gives
\begin{equation}
J=qN\,\frac{4\hbar}{3\pi m}\sqrt{\frac{4\pi N}{g_v}}
=\frac{8q\hbar}{3m\sqrt{\pi g_v}}\,N^{3/2},
\end{equation}
which is proportional to $V^{3/2}$ because $N$ is proportional to $V$.

The limits share one exponent, with no crossover between them, because both terms in \eqref{eq:gate} are linear in $\eta$. That rests on the constant density of states. In a one-dimensional subband $N\propto k_F\propto\eta^{1/2}$, the two terms would scale differently, and the local exponent would change with $V$.

A numerical solution of \eqref{eq:gate}, with the half-disk sums done by quadrature at overdrives of 0.05, 0.1, 0.2 and 0.4~V, gives a fitted exponent of 1.500000 for each of $r=0.01$, 0.1, 1, 10 and 100. The prefactor, relative to its limit for large $r$, is 0.00275, 0.0680, 0.544, 0.929 and 0.993 in the same order.

\subsection*{(f) The approach to saturation}

\emph{Find the current for drain voltages below the onset of saturation, and show that it rises with $V_D$ up to the onset.}

\medskip
\emph{Solution.} For $0\le qV_D<\eta$ the drain fills a half disk of left-moving states up to the energy $\eta-qV_D$. Both half disks add to the density, and their currents subtract:
\begin{align}
N&=\frac{C_Q}{2q^2}\,(2\eta-qV_D),\label{eq:Nlin}\\
J&=A\left[\eta^{3/2}-(\eta-qV_D)^{3/2}\right].\label{eq:Jlin}
\end{align}
Write $c=C_Q/(2C_{\rm ins})=1/(2r)$. The gate balance \eqref{eq:gate} becomes $qV=\eta+c(2\eta-qV_D)$, so
\begin{equation}
\eta=\frac{qV+c\,qV_D}{1+2c}.
\label{eq:etalin}
\end{equation}
As $V_D$ grows, $\eta$ grows at the rate $qc/(1+2c)$, which is less than $q/2$. Hence $\eta-qV_D$ falls. In \eqref{eq:Jlin} the first term rises and the subtracted term shrinks, so $J$ rises. The onset is at $qV_D=\eta$. Then \eqref{eq:etalin} gives $\eta(1+2c)-c\eta=qV$, which is \eqref{eq:eta}, and the onset voltage is
\begin{equation}
V_{D,\rm sat}=\frac{V}{1+c}=V\,\frac{2r}{1+2r}.
\end{equation}
Beyond it the drain no longer enters \eqref{eq:gate}, and $J$ stays at the value \eqref{eq:main}. The growth of $\eta$ below the onset has a plain cause: as the drain withdraws its electrons, less charge opposes the gate, and the barrier sinks.

\section*{Second half: a silicon example and the limits of the law}

The first half gives the following results for use here. The filling $\eta$ is the source Fermi level minus the subband bottom at the top of the barrier, $V$ is the gate overdrive, $V_D$ the drain voltage, $m$ the effective mass and $g_v$ the number of valleys. The insulator capacitance is $C_{\rm ins}$, the equilibrium quantum capacitance is $C_Q=q^2g_vm/(\pi\hbar^2)$, and $r=C_{\rm ins}/C_Q$. In saturation, at zero temperature,
\begin{gather}
N=\frac{C_Q\eta}{2q^2},\qquad J=A\eta^{3/2},\qquad A=\frac{2qg_v\sqrt{2m}}{3\pi^2\hbar^2},\label{eq:r1}\\
V=\frac{\eta}{q}+\frac{qN}{C_{\rm ins}},\qquad \eta=qV\,\frac{2r}{1+2r}.\label{eq:r2}
\end{gather}
The injection velocity is $v_{\rm inj}=4v_F/(3\pi)$ with $v_F=\sqrt{2\eta/m}$, and saturation begins at $V_D=\eta/q$. The local exponent is $p=d\ln J/d\ln V$, equal to $3/2$ in this model.

\subsection*{(g) An ultrathin double-gate transistor}

\emph{A silicon body 3~nm thick lies between two gates, each with an insulator equivalent to 0.8~nm of silicon dioxide. Two valleys with in-plane mass $0.19\,m_0$ are occupied. Find the saturation current at an overdrive of 0.25~V, and check that one subband suffices at zero temperature.}

\medskip
\emph{Solution.} These are round, rough parameters. Silicon matters here through its valleys. For a body with (100) surfaces, two of the six valleys have the heavy mass, about $0.92\,m_0$, along the confinement direction. Confinement energy is inversely proportional to that mass, so these two lie lowest, and their in-plane mass is isotropic.

The two gates act in parallel. With relative permittivity 3.9,
\begin{equation}
C_{\rm ins}=\frac{2\times3.9\,\varepsilon_0}{0.8\ {\rm nm}}=8.63\ \mu{\rm F/cm^2},
\end{equation}
while $C_Q=25.4\ \mu{\rm F/cm^2}$. Thus $r=0.339$, and the filling is
\begin{equation}
\eta=0.25\ {\rm eV}\times\frac{0.679}{1.679}=0.101\ {\rm eV}.
\end{equation}
Of the overdrive, 0.101~V fills the band and 0.149~V lies across the insulator. The density is $N=C_{\rm ins}(0.149\ {\rm V})/q=8.02\times10^{12}\ {\rm cm^{-2}}$. The Fermi velocity is $4.33\times10^7$~cm/s, and multiplying by $4/(3\pi)=0.424$ gives $v_{\rm inj}=1.84\times10^7$~cm/s. The current is
\begin{equation}
J=qNv_{\rm inj}=2.36\ {\rm mA/\mu m}=2360\ {\rm A/m}.
\end{equation}
At half the overdrive it is 0.834~mA/$\mu$m. The ratio of the two currents is 2.83, which is $2^{3/2}$.

Saturation begins at $V_D=0.101$~V. At half that drain voltage, equation \eqref{eq:etalin} with $c=1/(2r)=1.47$ gives $\eta=0.0822$~eV, and the drain fills states up to $0.0822-0.0505=0.0317$~eV. By \eqref{eq:Jlin} the current is then 1.32~mA/$\mu$m, or 56\% of the saturated value.

In a well with hard walls the levels are $\pi^2\hbar^2n^2/(2m_zt^2)$, where $t$ is the body thickness and $m_z$ the mass along the confinement. The second level of the two heavy valleys lies 0.136~eV above the first. The lowest level of the other four valleys lies 0.1745~eV above that same first level. Both gaps exceed $\eta$, so in the hard-wall well one subband is filled. In this flat well, with the capacitances held fixed, the second subband begins to fill at an overdrive of $0.136/0.404=0.337$~V. Beyond that the one-subband law no longer applies. Hard walls overstate the gaps, most of all for the light mass. With an oxide barrier of 3.15~eV, an oxide mass of $0.4$ to $0.5\,m_0$ and continuity of $\psi'/m$ at the surfaces, the two gaps fall to about 0.12 and 0.10~eV. The second is then level with $\eta$, so for a real body of this thickness the example lies at the edge of the one-subband range.

For one parabolic subband at zero temperature, the ballistic saturation current grows as $V^{3/2}$ for any constant $r$, which sets only the prefactor; the silicon example gives 2.36~mA/$\mu$m at 0.25~V, at the edge of the one-subband range for a real body. It remains to find which corrections preserve or change the exponent, and to compare the model with real transistors.

Numerical values quoted here were computed with a short program.
